**Reciprocity of a ring-resonator lattice with synthetic flux**

The program tests that anticlockwise (CCW) and clockwise (CW) site modes see fluxes +Φ and −Φ, while the full port matrix obeys S = Sᵀ. Here J is the hopping rate, γ_e the bus coupling rate, Γ the total energy decay rate and δ the detuning. A two-way wave network, built from arc lengths and couplers, is compared with coupled-mode formulas, and the link formula is compared with an explicit sum over bounces. The program asserts that S stays symmetric with loss, backscattering and disorder, that the lossless field retraces itself under time reversal, and that a magneto-optic splitting breaks the symmetry. For the silicon example the extracted fluxes are +1.571 and −1.571 rad. CCW transmission from site 1 to 2 is 0.114 and from site 2 to 1 is 0.485, and each equals its properly reversed CW partner. In a 4 × 4 lattice the two circulations favour different edges, yet the corner-to-corner transmission is 0.263 in both the forward and the reversed experiment.

## Program and output

```python
"""
Result under test: a passive lattice of ring resonators with synthetic flux is
reciprocal. Anticlockwise (CCW) site modes see flux +Phi, clockwise (CW) modes
see -Phi, and the full port matrix obeys S = S^T, with or without loss.
Symbols: J hopping rate, gamma_e bus coupling rate, Gamma total energy decay
rate, delta detuning, theta hopping phase, eta link mixing angle.
Fields vary as exp(-i omega t). H[j,i] is hopping from site i to site j.
Each bus has a tail (even port) and a head (odd port): CCW light enters at a
tail and leaves at a head; CW light enters at a head and leaves at a tail.
The wave network is built from arc lengths and couplers for both directions;
it contains no hopping phase and no Hamiltonian.
"""
import numpy as np
from scipy.constants import c, pi
from scipy.linalg import expm

wavelength = 1550e-9
n_eff, n_group = 2.40, 4.20          # rough values for a silicon wire
loss_db_cm = 2.0
site_length = 100 * wavelength / n_eff
link_length = 100.5 * wavelength / n_eff
beta0 = 2 * pi * n_eff / wavelength
fsr = c / (n_group * site_length)
loss = loss_db_cm * 100 * np.log(10) / 10     # power loss per metre
k2_link = k2_bus = 0.04
flux = pi / 2
detuning = 4e9


def lattice(nx, ny, phi):
    """Arcs (start, end, length, site or -1, arc number) and coupler pairs."""
    arcs, pairs = [], []

    def node(x, y, p):               # p: 0 right, 1 top, 2 left, 3 bottom
        return 4 * (y * nx + x) + p

    for s in range(nx * ny):
        for p in range(4):
            arcs.append((4*s + p, 4*s + (p + 1) % 4, site_length / 4, s, p))
    count = 4 * nx * ny
    for y in range(ny):
        for x in range(nx):
            if x + 1 < nx:           # link nodes: right side, left side
                extra = phi * (ny - 1 - y) / beta0
                arcs.append((count, count + 1, link_length/2 + extra, -1, 0))
                arcs.append((count + 1, count, link_length/2 - extra, -1, 1))
                pairs.append((node(x, y, 0), count + 1))
                pairs.append((node(x + 1, y, 2), count))
                count += 2
            if y + 1 < ny:           # link nodes: top side, bottom side
                arcs.append((count, count + 1, link_length/2, -1, 0))
                arcs.append((count + 1, count, link_length/2, -1, 1))
                pairs.append((node(x, y, 1), count + 1))
                pairs.append((node(x, y + 1, 3), count))
                count += 2
    return arcs, pairs, count


def solve(net, buses, df, kl=k2_link, kb=k2_bus, alpha=loss,
          site_shift=None, reflection=0.0, split=0.0):
    """Port matrix, and fields arriving at and leaving every ring node."""
    arcs, pairs, count = net
    n, ports = 2 * count, 2 * len(buses)
    couple = np.eye(n, dtype=complex)
    travel = np.zeros((n, n), complex)
    feed = np.zeros((n, ports), complex)
    direct = np.zeros((ports, ports), complex)
    collect = np.zeros((ports, n), complex)
    for u, v in pairs:               # touching rings circulate oppositely
        for d in (0, 1):
            i, j = 2*u + d, 2*v + 1 - d
            couple[i, i] = couple[j, j] = np.sqrt(1 - kl)
            couple[i, j] = couple[j, i] = 1j * np.sqrt(kl)
    for b, u in enumerate(buses):
        for d in (0, 1):
            i, p_in, p_out = 2*u + d, 2*b + d, 2*b + 1 - d
            couple[i, i] = direct[p_out, p_in] = np.sqrt(1 - kb)
            feed[i, p_in] = collect[p_out, i] = 1j * np.sqrt(kb)
    beta = beta0 + 2 * pi * df * n_group / c
    for u, v, length, site, number in arcs:
        phase, gyro, r = beta * length, 0.0, 0.0
        if site >= 0:
            gyro = 2 * pi * (split / 2) / fsr / 4
            if site_shift is not None:
                phase -= 2 * pi * site_shift[site] / fsr / 4
            if number == 0:
                r = reflection
        f = np.exp(1j * phase - alpha * length / 2)
        tau = np.sqrt(1 - r * r)
        travel[2*v, 2*u] = tau * f * np.exp(1j * gyro)
        travel[2*u + 1, 2*v + 1] = tau * f * np.exp(-1j * gyro)
        travel[2*v, 2*v + 1] = 1j * r * f
        travel[2*u + 1, 2*u] = 1j * r * f
    arriving = np.linalg.solve(np.eye(n) - travel @ couple, travel @ feed)
    leaving = couple @ arriving + feed
    return direct + collect @ arriving, arriving, leaving


def asymmetry(S):
    return np.max(np.abs(S - S.T))


def hopping_rate(kl):
    return np.arcsin(kl / (2 - kl)) * fsr      # rad/s


def plaquette(J, phi):
    H = np.zeros((4, 4), complex)
    H[1, 0] = J * np.exp(1j * phi)
    H[2, 1] = H[3, 2] = H[0, 3] = J
    return H + H.conj().T


# Link elimination: explicit sum over bounces against the closed form.
def bounce_column(first_arm, second_arm, kl):
    t, k = np.sqrt(1 - kl), np.sqrt(kl)
    own, other, field = t, 0j, 1j * k
    for _ in range(1500):
        field *= first_arm
        other += 1j * k * field
        field *= t * second_arm
        own += 1j * k * field
        field *= t
    return own, other


eta = np.arcsin(k2_link / (2 - k2_link))
for theta in (0.4, flux, -1.1):
    top, bottom = 1j * np.exp(1j * theta), 1j * np.exp(-1j * theta)
    a, b = bounce_column(top, bottom, k2_link)
    d, e = bounce_column(bottom, top, k2_link)
    h = np.array([[0, np.exp(-1j * theta)], [np.exp(1j * theta), 0]])
    assert np.allclose([[a, e], [b, d]], expm(-1j * eta * h), atol=1e-11)

# Sites 1..4: bottom left, bottom right, top right, top left.
buses = [4*0 + 2, 4*1 + 3, 4*3 + 0, 4*2 + 1]
tails, heads = np.arange(0, 8, 2), np.arange(1, 8, 2)
net = lattice(2, 2, flux)
J = hopping_rate(k2_link)
gamma_e = k2_bus * fsr
gamma_i = loss * site_length * fsr


# Flux extracted from the wave network alone, in each circulation.
def extracted(block):
    H = -1j * gamma_e * np.linalg.inv(np.eye(4) - block)
    hops = np.array([H[1, 0], H[2, 1], H[3, 2], H[0, 3]])
    return np.angle(np.prod(hops)), np.mean(np.abs(hops))


for phi in (0.3, flux, 2.2):
    S0 = solve(lattice(2, 2, phi), buses, 0.0)[0]
    f_ccw, J_ccw = extracted(S0[np.ix_(heads, tails)])
    f_cw, J_cw = extracted(S0[np.ix_(tails, heads)])
    assert abs(f_ccw - phi) < 0.03 and abs(f_cw + phi) < 0.03
    assert abs(J_ccw / J - 1) < 0.06 and abs(J_cw / J - 1) < 0.06
    if phi == flux:
        flux_ccw, flux_cw, J_network = f_ccw, f_cw, J_ccw

# Full port matrix with loss.
S, arriving, leaving = solve(net, buses, detuning)
asym_passive = asymmetry(S)
assert asym_passive < 1e-10
T_ccw_12, T_cw_21 = abs(S[3, 0])**2, abs(S[0, 3])**2
T_ccw_21, T_cw_12 = abs(S[1, 2])**2, abs(S[2, 1])**2
assert abs(T_ccw_12 - T_ccw_21) > 0.1


# Coupled-mode prediction and its convergence at weaker coupling.
def compare(scale):
    kl, kb = k2_link * scale, k2_bus * scale
    wave = solve(net, buses, detuning*scale, kl, kb, loss*scale)[0]
    wave = wave[np.ix_(heads, tails)]
    j, ge = hopping_rate(kl), kb * fsr
    total = ge + gamma_i * scale
    delta = 2 * pi * detuning * scale
    D = delta + 0.5j * total
    model = np.eye(4) - 1j*ge*np.linalg.inv(D*np.eye(4) - plaquette(j, flux))
    det = D**4 - 4*j**2*D**2 + 2*j**4*(1 - np.cos(flux))
    formula = -4 * ge**2 * j**4 * delta * total * np.sin(flux) / abs(det)**2
    measured = abs(wave[1, 0])**2 - abs(wave[0, 1])**2
    return np.max(np.abs(wave - model)), measured, formula


error_full, diff_network, diff_formula = compare(1.0)
error_weak, diff_weak, formula_weak = compare(0.25)
assert error_full < 0.08 and error_weak < 0.4 * error_full
assert abs(diff_network - diff_formula) < 0.04
assert abs(diff_weak - formula_weak) < 0.02
# The sector difference needs flux, detuning, and leakage or loss.
S_zero = solve(lattice(2, 2, 0.0), buses, detuning)[0]
diff_no_flux = abs(S_zero[3, 0])**2 - abs(S_zero[1, 2])**2
S_mid = solve(net, buses, 0.0, k2_link/4, k2_bus/4, loss/4)[0]
diff_centre = abs(S_mid[3, 0])**2 - abs(S_mid[1, 2])**2
S_two = solve(net, buses[:2], detuning, alpha=0.0)[0]
diff_closed = abs(S_two[3, 0])**2 - abs(S_two[1, 2])**2
assert abs(diff_no_flux) < 0.02 and abs(diff_centre) < 0.02
assert abs(diff_closed) < 1e-10

# Time reversal: send back the conjugate of the lossless output. The field
# must retrace itself in every ring, with each circulation reversed.
S_ll, arr, lea = solve(net, buses, detuning, alpha=0.0)
back = arr @ S_ll[:, 0].conj()
assert np.allclose(back[1::2], lea[0::2, 0].conj(), atol=1e-9)
assert np.allclose(back[0::2], lea[1::2, 0].conj(), atol=1e-9)
site_end = 2 * 16                    # link rings circulate oppositely to sites
assert np.max(np.abs(back[0:site_end:2])) < 1e-9
tr_lossless = np.max(np.abs(S_ll @ S_ll.conj() - np.eye(8)))
tr_lossy = np.max(np.abs(S @ S.conj() - np.eye(8)))
assert tr_lossless < 1e-9 and tr_lossy > 0.01

# Backscattering and disorder keep reciprocity; a magneto-optic phase does not.
reflection = 0.005
S_back = solve(net, buses, detuning, reflection=reflection)[0]
reflected = abs(S_back[0, 0])**2
assert asymmetry(S_back) < 1e-10 and reflected > 1e-6
assert abs(S[0, 0]) < 1e-12
rng = np.random.default_rng(4)
width_error_nm = 0.1
shift_per_nm = c / wavelength**2 * 1e-9       # 1 nm resonance per nm width
width_shift = width_error_nm * shift_per_nm
S_dis = solve(net, buses, detuning, reflection=reflection,
              site_shift=width_shift * rng.standard_normal(4))[0]
assert asymmetry(S_dis) < 1e-10
gyro_split = 2e9
S_mo = solve(net, buses, detuning, split=gyro_split)[0]
S_mo_ll = solve(net, buses, detuning, alpha=0.0, split=gyro_split)[0]
assert asymmetry(S_mo) > 0.05 and asymmetry(S_mo_ll) > 0.05
assert np.allclose(S_mo_ll.conj().T @ S_mo_ll, np.eye(8), atol=1e-9)

# Symmetric mixing (T^2=+1) splits pairs; antisymmetric (T^2=-1) cannot.
H = plaquette(J, flux) / (2 * pi)
rate = reflection * fsr / (2 * pi)


def pair_splitting(B):
    levels = np.linalg.eigvalsh(np.block([[H, B], [B.conj().T, H.conj()]]))
    return np.max(levels[1::2] - levels[0::2])


R = rng.standard_normal((4, 4)) + 1j * rng.standard_normal((4, 4))
split_photon = pair_splitting(np.diag(rate*np.exp(2j*pi*rng.random(4))))
split_kramers = pair_splitting(rate * (R - R.T) / 2)
assert split_photon > 1e7 and split_kramers < 1e2

# Edge routes in a 4 x 4 lattice, driven at the bottom left corner.
edge_detuning = 1.8 * J / (2 * pi)
S_edge, field, _ = solve(lattice(4, 4, flux), [2, 4*15], edge_detuning)
assert asymmetry(S_edge) < 1e-10


def bottom_share(port, direction):
    site = np.mean(np.abs(field[direction:128:2, port].reshape(16, 4))**2, 1)
    site = site.reshape(4, 4)        # row y, column x
    low, left = site[0, 1:].sum(), site[1:, 0].sum()
    return low / (low + left)


share_ccw, share_cw = bottom_share(0, 0), bottom_share(1, 1)
assert abs(share_ccw - 0.5) > 0.1 and abs(share_ccw + share_cw - 1) < 0.05

# Sizes of neglected effects, from rough silicon material values.
power_in = 10e-6
power_ring = power_in * np.max(np.abs(arriving[:site_end, :])**2)
n2, area, beta_tpa = 5e-18, 0.1e-12, 5e-12
thermal_resistance, dn_dT = 1e4, 1.8e-4
kerr = 2*pi/wavelength * n2/area * power_ring * site_length * fsr/(2*pi)
drift = c / wavelength * dn_dT / n_group
heating = power_ring * loss * site_length * thermal_resistance * drift
tpa_ratio = beta_tpa * power_ring / area / loss
arm_difference = 2 * flux / beta0
arm_dispersion = 2*pi*detuning*n_group/c * arm_difference/2
sagnac = site_length * (2*pi/86164) / (pi * wavelength * n_group)
assert max(kerr, heating, sagnac) < 0.1 * J / (2 * pi)

G = 1e9
print(f"wavelength {wavelength*1e9:.0f} nm; n_eff {n_eff:.2f}; n_g {n_group:.2f}")
print(f"propagation loss {loss_db_cm:.1f} dB/cm")
print(f"site ring length {site_length*1e6:.3f} um")
print(f"link ring length {link_length*1e6:.3f} um")
print(f"link arm length difference {arm_difference*1e9:.1f} nm")
print(f"link and bus power coupling {k2_link:.3f}, {k2_bus:.3f}")
print(f"free spectral range {fsr/G:.1f} GHz")
print(f"link mixing angle eta {eta:.5f} rad")
print(f"J/2pi formula {J/(2*pi*G):.3f} GHz")
print(f"J/2pi extracted from network {J_network/(2*pi*G):.3f} GHz")
print(f"gamma_e/2pi {gamma_e/(2*pi*G):.3f} GHz")
print(f"intrinsic loss rate/2pi {gamma_i/(2*pi*G):.3f} GHz")
print(f"total Gamma/2pi {(gamma_e+gamma_i)/(2*pi*G):.3f} GHz")
print(f"detuning {detuning/G:.2f} GHz; designed flux {flux:.4f} rad")
print(f"extracted flux CCW {flux_ccw:+.4f} rad, CW {flux_cw:+.4f} rad")
print(f"T CCW 1 to 2 (tail1 to head2) {T_ccw_12:.4f}")
print(f"T CW  2 to 1 (head2 to tail1) {T_cw_21:.4f}")
print(f"T CCW 2 to 1 (tail2 to head1) {T_ccw_21:.4f}")
print(f"T CW  1 to 2 (head1 to tail2) {T_cw_12:.4f}")
print(f"T21-T12 in CCW sector: network {diff_network:+.4f}")
print(f"T21-T12 in CCW sector: formula {diff_formula:+.4f}")
print(f"same at quarter coupling: {diff_weak:+.4f}, {formula_weak:+.4f}")
print(f"largest S error of model: {error_full:.4f}, quarter {error_weak:.4f}")
print(f"T21-T12 at zero flux {diff_no_flux:+.5f}")
print(f"T21-T12 at zero detuning, quarter coupling {diff_centre:+.5f}")
print(f"T21-T12 lossless with only two buses {diff_closed:+.1e}")
print(f"max|S-S^T| passive with loss {asym_passive:.1e}")
print(f"max|S S*-1| lossless {tr_lossless:.1e}, lossy {tr_lossy:.4f}")
print(f"field reflection per site ring {reflection:.4f}")
print(f"lone-ring backscatter splitting {2*rate/G:.3f} GHz")
print(f"power reflected to tail1 {reflected:.5f}")
print(f"max|S-S^T| with backscatter {asymmetry(S_back):.1e}")
print(f"max|S-S^T| with disorder and backscatter {asymmetry(S_dis):.1e}")
print(f"disordered T CCW 1 to 2 {abs(S_dis[3,0])**2:.4f}")
print(f"disordered T CW  2 to 1 {abs(S_dis[0,3])**2:.4f}")
print(f"magneto-optic CW/CCW splitting {gyro_split/G:.2f} GHz")
print(f"max|S-S^T| magneto-optic {asymmetry(S_mo):.4f}")
print(f"max|S-S^T| magneto-optic, lossless {asymmetry(S_mo_ll):.4f}")
print(f"magneto-optic T tail1 to head2 {abs(S_mo[3,0])**2:.4f}")
print(f"magneto-optic T head2 to tail1 {abs(S_mo[0,3])**2:.4f}")
print(f"largest pair splitting, T^2=+1 {split_photon/G:.4f} GHz")
print(f"largest pair splitting, T^2=-1 {split_kramers/G:.1e} GHz")
print(f"4x4 lattice detuning {edge_detuning/G:.3f} GHz")
print(f"4x4 bottom-edge share: CCW {share_ccw:.4f}, CW {share_cw:.4f}")
print(f"4x4 T corner to corner CCW {abs(S_edge[3,0])**2:.4f}")
print(f"4x4 T reversed, CW {abs(S_edge[0,3])**2:.4f}")
print(f"rough shift for {width_error_nm} nm width {width_shift/G:.2f} GHz")
print(f"rough thermal drift {drift/G:.2f} GHz/K")
print(f"input {power_in*1e6:.0f} uW; peak ring power {power_ring*1e6:.1f} uW")
print(f"rough self-heating shift, upper bound {heating/G:.4f} GHz")
print(f"rough Kerr shift {kerr/1e6:.4f} MHz")
print(f"two-photon to linear loss ratio {tpa_ratio:.1e}")
print(f"hopping phase change at detuning {arm_dispersion:.1e} rad")
print(f"Sagnac splitting, Earth rotation, upper bound {sagnac*1e3:.3f} mHz")
print("all assertions hold")
```

Running it gives:

```
wavelength 1550 nm; n_eff 2.40; n_g 4.20
propagation loss 2.0 dB/cm
site ring length 64.583 um
link ring length 64.906 um
link arm length difference 322.9 nm
link and bus power coupling 0.040, 0.040
free spectral range 1105.2 GHz
link mixing angle eta 0.02041 rad
J/2pi formula 3.590 GHz
J/2pi extracted from network 3.519 GHz
gamma_e/2pi 7.036 GHz
intrinsic loss rate/2pi 0.523 GHz
total Gamma/2pi 7.559 GHz
detuning 4.00 GHz; designed flux 1.5708 rad
extracted flux CCW +1.5712 rad, CW -1.5712 rad
T CCW 1 to 2 (tail1 to head2) 0.1136
T CW  2 to 1 (head2 to tail1) 0.1136
T CCW 2 to 1 (tail2 to head1) 0.4849
T CW  1 to 2 (head1 to tail2) 0.4849
T21-T12 in CCW sector: network -0.3713
T21-T12 in CCW sector: formula -0.3881
same at quarter coupling: -0.3775, -0.3817
largest S error of model: 0.0185, quarter 0.0046
T21-T12 at zero flux +0.00767
T21-T12 at zero detuning, quarter coupling +0.00435
T21-T12 lossless with only two buses +4.5e-14
max|S-S^T| passive with loss 4.2e-15
max|S S*-1| lossless 1.5e-14, lossy 0.1262
field reflection per site ring 0.0050
lone-ring backscatter splitting 1.759 GHz
power reflected to tail1 0.00377
max|S-S^T| with backscatter 6.0e-15
max|S-S^T| with disorder and backscatter 1.4e-15
disordered T CCW 1 to 2 0.0564
disordered T CW  2 to 1 0.0564
magneto-optic CW/CCW splitting 2.00 GHz
max|S-S^T| magneto-optic 0.3992
max|S-S^T| magneto-optic, lossless 0.4450
magneto-optic T tail1 to head2 0.1166
magneto-optic T head2 to tail1 0.1421
largest pair splitting, T^2=+1 1.1111 GHz
largest pair splitting, T^2=-1 1.9e-15 GHz
4x4 lattice detuning 6.462 GHz
4x4 bottom-edge share: CCW 0.1410, CW 0.8590
4x4 T corner to corner CCW 0.2634
4x4 T reversed, CW 0.2634
rough shift for 0.1 nm width 12.48 GHz
rough thermal drift 8.29 GHz/K
input 10 uW; peak ring power 226.3 uW
rough self-heating shift, upper bound 0.0558 GHz
rough Kerr shift 0.5212 MHz
two-photon to linear loss ratio 2.5e-04
hopping phase change at detuning 5.7e-05 rad
Sagnac splitting, Earth rotation, upper bound 0.230 mHz
all assertions hold
```
